# Light-induced Haldane mass in graphene: Floquet commutator and exact quasienergies

Circularly polarized light falls at normal incidence on a graphene sheet. The field has no static component, and its average over a cycle vanishes, yet its sense of rotation distinguishes clockwise from anticlockwise. A static perturbation that breaks time reversal in this way can open a gap at the Dirac points. The question is whether the rotating field does so too, with what sign in each valley, and how accurately the leading high-frequency formula gives the gap.

## The driven Dirac electron

The electron has charge $-e$, so the field enters through $\hbar\mathbf k\to\hbar\mathbf k+e\mathbf A$. Let $\tau=\pm1$ label the valley and $s=\pm1$ the handedness of $\mathbf A=A(\cos\omega t,\,s\sin\omega t)$. The electric field $-\partial_t\mathbf A$ has constant magnitude $E=\omega A$. With $g=evA$,

$$H(t)=\hbar v(\tau k_x\sigma_x+k_y\sigma_y)+g(\tau\cos\omega t\,\sigma_x+s\sin\omega t\,\sigma_y).$$

The Pauli matrices act on the two sublattices. Interactions, scattering and the occupation of the driven states are left out. I write $W=\hbar\omega$, $q=\hbar v|\mathbf k|$ and $\alpha=g/W$.

A periodic Hamiltonian has solutions $\psi(t)=e^{-i\varepsilon t/\hbar}u(t)$ with $u$ periodic. The quasienergy $\varepsilon$ is defined modulo $W$ and is taken between $-W/2$ and $W/2$. Fourier components are defined by $H(t)=\sum_nH_ne^{-in\omega t}$.

Set $\eta=\tau s$ and $\sigma_\pm=(\sigma_x\pm i\sigma_y)/2$. Since $s=\tau\eta$, the drive is

$$\tau g(\cos\omega t\,\sigma_x+\eta\sin\omega t\,\sigma_y)=\tau g(\sigma_+e^{-i\eta\omega t}+\sigma_-e^{i\eta\omega t}).$$

Hence $H_{\pm1}=\tau g\sigma_\pm$ for $\eta=1$ and $H_{\pm1}=\tau g\sigma_\mp$ for $\eta=-1$.

## First derivation: removing the oscillation

Let $\psi'=e^{S(t)}\psi$, with $S$ periodic, anti-Hermitian and of zero mean. Differentiating $\psi'$ gives its Hamiltonian,

$$H'=e^SHe^{-S}+i\hbar(\partial_te^S)e^{-S}.$$

The transformation is periodic, so it preserves quasienergies. Expanding the exponentials,

$$H'=H+[S,H]+\tfrac12[S,[S,H]]+i\hbar\left(\dot S+\tfrac12[S,\dot S]+\tfrac16[S,[S,\dot S]]\right)+\dots$$

Write $H=H_0+V(t)$ and $S=S_1+S_2+\dots$, where $S_j$ is of order $\omega^{-j}$. A time derivative restores one power of $\omega$. At order zero the oscillation disappears if $i\hbar\dot S_1=-V$, so

$$S_1=-\sum_{n\ne0}\frac{H_n}{nW}e^{-in\omega t}.$$

At the next order the terms are

$$[S_1,H_0]+[S_1,V]+\tfrac12[S_1,-V]+i\hbar\dot S_2=[S_1,H_0]+\tfrac12[S_1,V]+i\hbar\dot S_2.$$

$S_2$ cancels the oscillating part. The static part comes from pairs of opposite harmonics:

$$-\frac12\sum_{n\ne0}\frac{[H_n,H_{-n}]}{nW}=\sum_{n>0}\frac{[H_{-n},H_n]}{nW}.$$

The terms $n$ and $-n$ are equal, which removes the factor $1/2$. For the Dirac drive only $n=1$ occurs. When $\eta=1$, $[H_{-1},H_1]=g^2[\sigma_-,\sigma_+]=-g^2\sigma_z$. When $\eta=-1$ the operators are exchanged and the sign reverses. Therefore

$$\boxed{\frac{[H_{-1},H_1]}{\hbar\omega}=-\tau s\,\frac{(evA)^2}{\hbar\omega}\,\sigma_z.}$$

The half-gap is $m=g^2/W$, and the full gap is $2m$. A static sublattice potential has the same sign of $\sigma_z$ in both valleys. Here the sign alternates, as in Haldane's model. For linear polarization along $x$, $H_1=H_{-1}=\tau g\sigma_x/2$, so the commutator vanishes.

### The next term: a slower cone

At order $\omega^{-2}$, terms with three factors of $V$ have no average, because three factors $e^{\pm i\omega t}$ cannot multiply to one. Terms with one factor also average to zero. The terms with two factors of $V$ and one $H_0$ are the averages of

$$[S_2,V]+\tfrac12[S_1,[S_1,H_0]]+\tfrac12[S_1,i\hbar\dot S_2]+\tfrac12[S_2,i\hbar\dot S_1].$$

Here the relevant part of $S_2$ obeys $i\hbar\dot S_2=-[S_1,H_0]$, so the second and third terms cancel. Since $i\hbar\dot S_1=-V$, the first and fourth leave $\tfrac12[S_2,V]$. Solving for $S_2$ gives harmonics $[H_n,H_0]/(nW)^2$, and the correction is

$$\frac{[[H_1,H_0],H_{-1}]+[[H_{-1},H_0],H_1]}{2W^2}.$$

Write $H_0=\kappa^*\sigma_++\kappa\sigma_-$ with $\kappa=\hbar v(\tau k_x+ik_y)$. Then

$$[[\sigma_+,H_0],\sigma_-]=\kappa[\sigma_z,\sigma_-]=-2\kappa\sigma_-,$$
$$[[\sigma_-,H_0],\sigma_+]=-\kappa^*[\sigma_z,\sigma_+]=-2\kappa^*\sigma_+.$$

Their sum is $-2H_0$, and the correction is $-\alpha^2H_0$. Exchanging $H_1$ and $H_{-1}$ does not alter it, so it is the same for both values of $\eta$. Thus

$$\varepsilon\simeq\sqrt{q^2(1-\alpha^2)^2+m^2}.$$

For $q\gg m$ the mass raises the upper level by about $m^2/(2q)=g^4/(2qW^2)$, while the velocity term lowers it by $\alpha^2q=g^2q/W^2$. The ratio of the two is $g^2/(2q^2)$. The commutator alone therefore describes the leading change of the energy only for $q\ll g$.

### The same term on the honeycomb lattice

Take nearest-neighbour hopping $-t$ and bond vectors $\boldsymbol\delta_j$ from A to B, of length $a$ and at angles $\phi_j=0,2\pi/3,4\pi/3$. Choose $s=1$ and $z=eAa/\hbar$. The AB matrix element is

$$f(t)=-t\sum_je^{i\mathbf k\cdot\boldsymbol\delta_j+iz\cos(\omega t-\phi_j)}.$$

The expansion $e^{iz\cos\theta}=\sum_ni^nJ_n(z)e^{-in\theta}$ gives

$$f_n=-t\,i^nJ_n(z)\sum_je^{i\mathbf k\cdot\boldsymbol\delta_j+in\phi_j},\qquad H_n=\begin{pmatrix}0&f_n\\f_{-n}^*&0\end{pmatrix}.$$

Multiplying the matrices, $[H_{-n},H_n]=(|f_{-n}|^2-|f_n|^2)\sigma_z$. In this difference the terms with equal bonds cancel. Each pair of different bonds contributes $4t^2J_n^2\sin[\mathbf k\cdot(\boldsymbol\delta_j-\boldsymbol\delta_l)]\sin[n(\phi_j-\phi_l)]$. With the pairs taken cyclically, the coefficient of $\sigma_z$ is

$$m(\mathbf k)=\sum_{n>0}\frac{4t^2J_n^2(z)}{nW}\sin\frac{2\pi n}{3}\sum_j\sin\mathbf k\cdot(\boldsymbol\delta_{j+1}-\boldsymbol\delta_j).$$

The vectors $\boldsymbol\delta_{j+1}-\boldsymbol\delta_j$ connect second neighbours. This is an imaginary hopping with opposite signs on A and B.

At $\mathbf K_\tau=(0,-4\pi\tau/(3\sqrt3a))$ each of the three phases equals $-2\pi\tau/3$ modulo $2\pi$, so the sum over $j$ is $-3\sqrt3\,\tau/2$. Let $\chi_n=1,-1,0$ for $n=1,2,3$, repeated with period three. Then $\sin(2\pi n/3)=\sqrt3\chi_n/2$ and

$$m(\mathbf K_\tau)=-\tau\frac{9t^2}{W}\sum_{n>0}\frac{\chi_nJ_n^2(z)}{n}.$$

For small $z$, $J_1^2\simeq z^2/4$, so $|m|\simeq(3tz/2)^2/W$. To compare with the continuum, expand the undriven $f$ in a small momentum $\mathbf p$ about $\mathbf K_\tau$. It becomes $-i\tau(3ta/2)(\tau p_x-ip_y)$. The constant phase can be removed by a rotation about $z$, which leaves $\sigma_z$ unchanged, and $v=3ta/(2\hbar)$. Hence $3tz/2=evA$, and the Dirac result returns with its sign.

## Second derivation: the rotating frame

At $\mathbf k=0$ the problem can be solved without expanding in $1/\omega$. A static term $\Delta\sigma_z$ is included because a gap alone does not reveal the sign of a mass. Take first $\tau=s=1$:

$$H=g(\sigma_+e^{-i\omega t}+\sigma_-e^{i\omega t})+\Delta\sigma_z.$$

Put $\psi=R\phi$ with $R=e^{-i\omega t\sigma_z/2}$. Since $R^\dagger\sigma_\pm R=e^{\pm i\omega t}\sigma_\pm$, the drive becomes static. The term $-i\hbar R^\dagger\dot R=-W\sigma_z/2$ must be added, so

$$H_{\rm rot}=g\sigma_x+(\Delta-W/2)\sigma_z,\qquad \lambda=\pm\Omega,\quad \Omega=\sqrt{(W/2-\Delta)^2+g^2}.$$

$R$ changes sign after one period, so $\lambda$ is not itself a quasienergy. For $\Delta<W/2$ and weak drive, the state with $\lambda=-\Omega$ is mainly on A. Multiplying $R$ by $e^{i\omega t/2}$ makes it periodic and shifts the energy to $W/2-\Omega$. The other state is mainly on B, and the opposite factor gives $\Omega-W/2$. The coefficient of $\sigma_z$ is therefore $M=W/2-\Omega$.

For $\eta=-1$ the frame rotates the other way. This replaces $\Delta$ by $-\Delta$ under the root and reverses the overall sign. A prefactor $\tau=-1$ in the drive is removed by a constant rotation about $z$. In general,

$$M=\eta\left[\frac W2-\sqrt{\left(\frac W2-\eta\Delta\right)^2+g^2}\right].$$

Expanding in $g$,

$$M=\Delta-\frac{\eta g^2}{W-2\eta\Delta}+\frac{\eta g^4}{(W-2\eta\Delta)^3}+\dots$$

At $\Delta=0$ the leading term is $-\tau s\,g^2/W$, which is the commutator result. The gap is

$$2|M|=\sqrt{W^2+4g^2}-W=\frac{2g^2}{W}(1-\alpha^2+\dots).$$

The labelling holds while $|M|<W/2$, that is, $\alpha<\sqrt3/2$. Beyond that value the quasienergies must be folded back into the chosen interval.

### Small momentum around the exact solution

Return to $\Delta=0$ and $\tau=s=1$. With $\cos\vartheta=W/(2\Omega)$, $c=\cos(\vartheta/2)$ and $d=\sin(\vartheta/2)$, the periodic modes are

$$u_A=\begin{pmatrix}c\\-d\,e^{i\omega t}\end{pmatrix},\qquad u_B=\begin{pmatrix}d\,e^{-i\omega t}\\c\end{pmatrix}.$$

The momentum term $\kappa^*\sigma_++\kappa\sigma_-$ has the matrix element $c^2\kappa^*-d^2\kappa e^{-2i\omega t}$ between $u_A$ and $u_B$. Its average is $c^2\kappa^*$. The diagonal elements oscillate and average to zero. To first order in $\mathbf k$, the effective Hamiltonian is therefore a massive cone with

$$\varepsilon\simeq\sqrt{c^4q^2+M^2},\qquad c^2=\frac12\left(1+\frac1{\sqrt{1+4\alpha^2}}\right)=1-\alpha^2+\dots$$

This recovers the velocity correction as well as the mass. The $q^2$ term of this energy is not exact in the drive: the oscillating element $-d^2\kappa e^{-2i\omega t}$, taken to second order, raises the upper level by a further $d^4q^2/(2W+2|M|)$. Relative to $c^4q^2/(2|M|)$ this is below $10^{-4}$ at $\alpha=0.21$ and about 3% at $\alpha=0.8$. The reduction has a simple reading: each mode spends part of its weight on the other sublattice, in a component that oscillates and does not contribute to the average coupling.

## What each derivation assumes

The first derivation assumes that the relevant energies and the drive are small compared with $W$. It does not need circular symmetry, and it gives an operator for a whole lattice. Its price is truncation. The second treats the drive strength without expansion, but it relies on a single rotating harmonic and on a momentum close to the Dirac point. Neither describes a resonance at finite $\mathbf k$.

### Numbers near the Dirac point

Take $v=10^6$ m/s, $W=250$ meV and $E=2\times10^7$ V/m. Then $\omega=W/\hbar=3.798\times10^{14}$ rad/s and $A=E/\omega=5.266\times10^{-8}$ V s/m. The product $vA=0.05266$ V gives $g=52.66$ meV and $\alpha=0.2106$. The intensity is $\epsilon_0cE^2=1.06\times10^{12}$ W/m², so a laboratory drive would normally be a short pulse. The periodic model then requires an envelope that varies slowly over the optical period of 16.5 fs. This is necessary but not sufficient: resolving the gap found below takes times well beyond $\hbar/(21\ \text{meV})=31$ fs, and states near the Dirac point follow a ramp poorly. After a $\sin^2$ ramp of the amplitude lasting ten periods, a lower-band state at $q=5$ meV has 21% of its weight outside the lower Floquet mode. The commutator mass is

$$m=\frac{(52.66\ \text{meV})^2}{250\ \text{meV}}=11.09\ \text{meV}.$$

The predicted gap is 22.18 meV. The exact gap of the Dirac model is 21.28 meV ($3.409\times10^{-21}$ J), so the commutator is 4.3% too large relative to the exact value. This is close to $\alpha^2=4.4\%$, as the expansion requires. At $\alpha=0.8$ the commutator gives $1.28W$ against an exact $0.887W$, and it is no longer a useful approximation.

Exact quasienergies at finite momentum come from propagating $H(t)$ over one period. In meV:

| $q$ | commutator | with $1-\alpha^2$ | exact |
|---|---|---|---|
| 0 | 11.09 | 11.09 | 10.64 |
| 5 | 12.17 | 12.08 | 11.67 |
| 20 | 22.87 | 22.10 | 21.95 |
| 50 | 51.22 | 49.05 | 48.87 |

At $q=50$ meV the commutator misses the sign of the energy change: it puts the level above 50 meV, while the exact level lies below. The velocity term repairs this. At $q=5$ meV most of the remaining error is in the mass. The second derivation gives $c^2=0.961$ and $\sqrt{(0.961\times5)^2+10.64^2}=11.67$ meV, in agreement with the exact value to the digits shown.

With $\Delta=5$ meV and $s=1$, the exact gaps are 12.09 meV for $\tau=1$ and 30.52 meV for $\tau=-1$. The induced mass opposes $\Delta$ in the first valley and adds to it in the second. The leading estimates $2|\Delta-\tau m|$ are 12.18 and 32.18 meV. The first is closer because, for $\eta=1$, the changed denominator $W-2\Delta$ and the $g^4$ term act in opposite directions. For $\eta=-1$ both reduce the induced mass.

### Where the high-frequency picture fails

Away from the Dirac point, with $g\ll q$, treat the drive as a perturbation. Inserting the Fourier series of $u$ into the Schrödinger equation gives copies of the undriven levels $\pm q$ displaced by $-nW$, coupled by $H_n$. The matrix elements of $\sigma_\pm$ between the undriven eigenstates have magnitude $1/2$. For the upper level, couplings to its own copies cancel between $n=1$ and $n=-1$. Couplings to the lower level give

$$\delta\varepsilon=\frac{g^2}{4}\left(\frac1{2q+W}+\frac1{2q-W}\right)=-\frac{g^2q}{W^2-4q^2}.$$

For $q\ll W$ this is the velocity correction $-\alpha^2q$. It diverges at $q=W/2$, where one photon connects the two bands. There the two degenerate levels are coupled by $g/2$ and split by $g$. In the example this estimate is 52.7 meV, against an exact zone-edge splitting of 49.0 meV at $q=125$ meV (the drive shifts the resonance slightly, and the minimum is 48.9 meV at $q\approx123$ meV). It is first order in $g$, whereas the Dirac-point gap is second order, so the resonant splitting is the larger one here.

The Dirac cone is unbounded and meets this resonance at any photon energy. That resonance lies at the zone edge $\varepsilon=\pm W/2$. The gap around $\varepsilon=0$ is limited instead by even-photon resonances near $q=W,2W,\dots$; in the example the Dirac model gives 10.7 meV near $q=246$ meV and 0.11 meV near $q=499$ meV, both below the Dirac-point value. The induced mass is then a local statement about small $\mathbf k$, not proof of a gap of that size throughout the spectrum. On the lattice, one-photon resonance between the undriven bands is avoided when $W$ exceeds their full width $6t$.

### Lattice gap and topology

With $a=0.14$ nm and $t=3.134$ eV, fixed by $v$, the exact lattice gap at $\mathbf K$ under the same drive is 21.28 meV, equal to the Dirac value at this precision. This holds although $W$ is far below $6t$, and it concerns that momentum alone.

In the off-resonant case $W=10t$, $z=0.5$, the commutators give a gap of $0.1048t$ and the exact value is $0.1043t$. The error is 0.53% of the exact gap and falls to 0.13% at $W=20t$. The $n=1$ harmonic explains its size. At $\mathbf K$ it acts like the rotating drive above, with half-gap $9t^2J_1^2(0.5)/W\simeq0.0528t$ and hence $\alpha^2\simeq0.0528/10=0.53\%$.

For the topology, use the Berry connection $i\langle u|\nabla_{\mathbf k}u\rangle$. Let $\theta$ and $\varphi$ be the polar angles of the vector multiplying $\boldsymbol\sigma$ in the massive cone. The lower state is $(-\sin\frac\theta2e^{-i\varphi},\cos\frac\theta2)$, and its connection along $\varphi$ is $(1-\cos\theta)/2$. As $q$ grows from zero, $\cos\theta$ goes from $\operatorname{sgn}M$ to zero, while $\varphi$ winds $\tau$ times around the cone. The flux is $\pi\tau\operatorname{sgn}M$. Dividing by $2\pi$ and using $\operatorname{sgn}M=-\tau s$, each valley contributes $-s/2$.

The valleys add to $-s$, whereas a sublattice potential would give contributions that cancel. For $s=1$, $W=10t$ and $z=1$, the lower-band Chern number computed over the whole Brillouin zone is $-1$, both for the effective Hamiltonian and for the exact Floquet states. The value $-s$ is limited to off-resonant drive of moderate strength. At $W=10t$ and $z=3.5$ the Bessel sum for $m(\mathbf K_\tau)$ has changed sign and the Chern number is $+1$. At $W=5t$ and $z=0.5$ the one-photon resonance contributes as well and gives $-3$. The 250 meV example, with $W$ far below $6t$, is outside the regime of this count. The Chern number is a property of the bands. A quantized Hall response would also require suitable occupations, which the Hamiltonian alone does not determine. The numerical output gives the remaining checks of the expansion and its error orders.

## Computed results

```
velocity v = 1.0e+06 m/s; photon energy = 250.0 meV
rotating field strength = 2.0e+07 V/m
intensity eps0*c*E^2 = 1.062e+12 W/m^2
angular frequency = 3.7982e+14 rad/s
vector potential A = 5.2657e-08 V s/m
e v A = 52.657 meV; alpha = 0.2106; alpha^2 = 0.04436
commutator mass = 11.091 meV; commutator gap = 22.182 meV
exact Dirac gap at k=0 = 21.277 meV = 3.4089e-21 J
commutator gap / exact gap - 1 = 4.26 percent
quasienergy in meV: hbar v k, k (1/nm), commutator, with velocity, exact
    0.0  0.00000  11.091  11.091  10.638
    5.0  0.00760  12.166  12.076  11.673
   20.0  0.03039  22.869  22.098  21.947
   50.0  0.07596  51.215  49.052  48.865
static sublattice term delta = 5.0 meV, s=+1, gaps at k=0 in meV:
  tau=+1: leading order 12.182, exact 12.090
  tau=-1: leading order 32.182, exact 30.519
zone-edge splitting at hbar v k = 125.0 meV: exact 49.040 meV
zone-edge splitting, leading order e v A = 52.657 meV
lattice: bond = 0.14 nm, hopping t = 3.1343 eV, z = 0.01120
exact lattice gap at K, same drive = 21.276 meV
k=0 gap in units of hbar omega: alpha, commutator, exact
  0.1  0.02000  0.01980
  0.2  0.08000  0.07703
  0.4  0.32000  0.28062
  0.8  1.28000  0.88680
lattice gap at K, z=0.5, in units of t: hbar omega/t, commutators, exact
  10  0.104806  0.104258
  20  0.052403  0.052334
lattice relative errors: 0.526 and 0.132 percent
lower-band Chern number (z=1, hbar omega=10t): effective -1.0000
lower-band Chern number (z=1, hbar omega=10t): exact -1.0000
three-level error ratios on doubling omega: 4.05, 7.85
Dirac error ratios on halving q and g: 8.13, 32.57
weak-drive shift, q=0.3, g=0.005 (hbar omega=1): exact -1.1717e-05
weak-drive shift, formula (hbar omega=1): -1.1719e-05
```
